# Bond Order of a Half-Filled Dimer in DFT+U+V: verification in Python

```python
# DFT+U+V on a symmetric dimer, one orbital per site, one electron per spin.
# Result under test: bond order p = 1 for U-V <= 2t, else p = 2t/(U-V);
# eigenvalue gap = 2t+V in the symmetric phase and U in the broken phase.
# t: hopping, U: on-site and V: intersite interaction, all in hartree.
# n: 2x2 site density matrix of one spin; p = sum over spins of Re n12;
# m: site moment |n1up - n1down|. The DFT part is a fixed hopping term.
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
X = np.array([[0.0, 1.0], [1.0, 0.0]])


def correction(n11, n22, n12, U, V):
    """U and V energy of one spin channel, from its definition."""
    return (0.5 * U * (n11 * (1 - n11) + n22 * (1 - n22))
            - V * np.abs(n12) ** 2)


def channel_energy(n11, n22, n12, t, U, V):
    return -2 * t * np.real(n12) + correction(n11, n22, n12, U, V)


def matrix_correction(n, U, V):
    return correction(n[0, 0].real, n[1, 1].real, n[0, 1], U, V)


def potential(n, U, V):
    v = np.diag(U * (0.5 - np.diag(n).real)).astype(complex)
    v[0, 1] = -V * n[0, 1]
    v[1, 0] = -V * n[1, 0]
    return v


def bond_formula(t, U, V):
    return 1.0 if U - V <= 2 * t else 2 * t / (U - V)


def solve(t, U, V, seeds=(0.6, -0.6)):
    """Self-consistent solution; seeds are initial n11-n22 per spin."""
    dens = [np.array([[1 + s, np.sqrt(1 - s * s)],
                      [np.sqrt(1 - s * s), 1 - s]]) / 2 for s in seeds]
    for _ in range(5000):
        new, gaps, hams = [], [], []
        for n in dens:
            h = -t * X + potential(n, U, V).real
            e, c = np.linalg.eigh(h)
            new.append(np.outer(c[:, 0], c[:, 0]))
            gaps.append(e[1] - e[0])
            hams.append(h)
        change = max(np.abs(a - b).max() for a, b in zip(new, dens))
        dens = new
        if change < 1e-13:
            break
    assert change < 1e-12
    energy = sum(channel_energy(n[0, 0], n[1, 1], n[0, 1], t, U, V)
                 for n in dens)
    return dict(p=sum(n[0, 1] for n in dens),
                m=abs(dens[0][0, 0] - dens[1][0, 0]),
                charge=sum(n[0, 0] - n[1, 1] for n in dens),
                gap=min(gaps), teff=-hams[0][0, 1],
                offset=abs(hams[0][0, 0] - hams[0][1, 1]) / 2,
                E=energy, dens=dens)


def many_body(t, U, V):
    """Extended Hubbard dimer, basis (site of up) x (site of down)."""
    hop = np.kron(X, np.eye(2)) + np.kron(np.eye(2), X)
    return -t * hop + np.diag([U, V, V, U]), hop


def exact(t, U, V):
    H, hop = many_body(t, U, V)
    e, c = np.linalg.eigh(H)
    g = c[:, 0]
    moment = g @ (np.array([0.0, 1.0, -1.0, 0.0]) * g)
    return e[0], g @ hop @ g / 2, moment


# Identity and potential for random Hermitian, fractional density matrices
rng = np.random.default_rng(4)
for _ in range(20):
    a = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
    q = np.linalg.qr(a)[0]
    n = q @ np.diag(rng.random(2)) @ q.conj().T
    u, v = rng.random(2)
    split = (0.5 * u * np.trace(n - n @ n).real
             + (u - v) * abs(n[0, 1]) ** 2)
    assert abs(matrix_correction(n, u, v) - split) < 1e-12
    d = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
    d = d + d.conj().T
    s = 1e-5
    slope = (matrix_correction(n + s * d, u, v)
             - matrix_correction(n - s * d, u, v)) / (2 * s)
    assert abs(slope - np.trace(potential(n, u, v) @ d).real) < 1e-8

t, U = 0.05, 0.20
# Global search over all one-electron density matrices, pure and mixed
r = np.linspace(0, 1, 11)[:, None, None]
polar = np.linspace(0, np.pi, 401)[None, :, None]
phase = np.linspace(-np.pi, np.pi, 25)[None, None, :]
rz = r * np.cos(polar)
off = r * np.sin(polar) * np.exp(1j * phase) / 2
for V in (0.0, 0.04, 0.08, 0.12):
    grid = channel_energy((1 + rz) / 2, (1 - rz) / 2, off, t, U, V)
    k = np.unravel_index(np.argmin(grid), grid.shape)
    p = bond_formula(t, U, V)
    e_formula = -2 * t * p + (U - V) * p * p / 2
    assert k[0] == 10                       # pure state wins
    assert abs(2 * off[k].real - p) < 0.01  # angular grid spacing
    assert -1e-12 < 2 * grid[k] - e_formula < 1e-5
    assert e_formula < 0                    # below full polarization

# Curvature of the energy at the symmetric state
for V in (0.04, 0.12):
    def e_theta(x):
        return 2 * channel_energy((1 + np.sin(x)) / 2,
                                  (1 - np.sin(x)) / 2,
                                  np.cos(x) / 2, t, U, V)
    s = 1e-3
    curv = (e_theta(s) - 2 * e_theta(0) + e_theta(-s)) / s ** 2
    assert abs(curv - (2 * t - (U - V))) < 1e-6


def check(sol, t, U, V):
    p = bond_formula(t, U, V)
    broken = U - V > 2 * t
    assert abs(sol["p"] - p) < 1e-9
    assert abs(sol["gap"] - (U if broken else 2 * t + V)) < 1e-9
    assert abs(sol["E"] - (-2 * t * p + (U - V) * p * p / 2)) < 1e-9
    assert abs(sol["teff"] - (U * p / 2 if broken else t + V / 2)) < 1e-9
    assert abs(sol["offset"] - U * np.sqrt(1 - p * p) / 2) < 1e-9
    # determinant energy in the interacting model = functional + V
    H, _ = many_body(t, U, V)
    orb = [np.linalg.eigh(n)[1][:, 1] for n in sol["dens"]]
    det = np.kron(orb[0], orb[1])
    assert abs(det @ H @ det - V - sol["E"]) < 1e-9
    e, pe, moment = exact(t, U, V)
    assert abs(pe - 4 * t / np.sqrt((U - V) ** 2 + 16 * t * t)) < 1e-12
    assert abs(moment) < 1e-10
    assert e <= det @ H @ det + 1e-12
    return pe


print(f"hopping t = {t:.3f} hartree; on-site U = {U:.3f} hartree")
print(f"threshold 2t = {2*t:.3f} hartree; V at threshold = "
      f"{U-2*t:.3f} hartree")
print("Scan of V at fixed U (energies in hartree; p, m dimensionless)")
print("    V      p      m    t_eff  offset    gap       E    p_exact")
for V in (0.0, 0.02, 0.04, 0.06, 0.08, 0.12):
    sol = solve(t, U, V)
    pe = check(sol, t, U, V)
    print(f"{V:6.3f} {sol['p']:6.4f} {sol['m']:6.4f} {sol['teff']:7.4f} "
          f"{sol['offset']:7.4f} {sol['gap']:7.4f} {sol['E']:8.5f} "
          f"{pe:7.4f}")

print("Scan of U at V = 0 (energies in hartree)")
print("    U      p      m      gap   p_exact")
for u in (0.05, 0.08, 0.15, 0.20, 0.30, 2.00):
    sol = solve(t, u, 0.0)
    pe = check(sol, t, u, 0.0)
    print(f"{u:6.3f} {sol['p']:6.4f} {sol['m']:6.4f} {sol['gap']:7.4f} "
          f"{pe:7.4f}")
print(f"ratio p/p_exact at U = {u:.2f} hartree, V = 0: "
      f"{sol['p']/pe:.4f}")
assert abs(sol["p"] / pe - 0.5) < 0.01

print("Equal U-V, different U and V")
for u, v in ((0.16, 0.0), (0.20, 0.04), (0.24, 0.08)):
    sol = solve(t, u, v)
    check(sol, t, u, v)
    print(f"U = {u:.2f}, V = {v:.2f} hartree: p = {sol['p']:.4f}, "
          f"gap = {sol['gap']:.4f} hartree = "
          f"{sol['gap']*HARTREE_EV:.3f} eV")

# Symmetric start: U alone never changes the orbitals
V = 0.04
print(f"Symmetric solution at V = {V:.2f} hartree")
for u in (0.05, 0.20, 0.40):
    sol = solve(t, u, V, seeds=(0.0, 0.0))
    assert abs(sol["p"] - 1) < 1e-10
    assert abs(sol["gap"] - (2 * t + V)) < 1e-10
    print(f"U = {u:.2f} hartree: p = {sol['p']:.4f}, "
          f"gap = {sol['gap']:.4f} hartree, E = {sol['E']:.5f} hartree")

# Spin order and charge order: degenerate until charge costs energy
spin = solve(t, U, V)
charge = solve(t, U, V, seeds=(0.6, 0.6))
assert abs(spin["E"] - charge["E"]) < 1e-10
assert abs(spin["charge"]) < 1e-9 and abs(charge["charge"]) > 1
C = 0.05
angle = np.linspace(-np.pi / 2, np.pi / 2, 721)
one = channel_energy((1 + np.sin(angle)) / 2, (1 - np.sin(angle)) / 2,
                     np.cos(angle) / 2, t, U, V)
imbalance = np.sin(angle)[:, None] + np.sin(angle)[None, :]
total = one[:, None] + one[None, :] + C * imbalance ** 2 / 2
i, j = np.unravel_index(np.argmin(total), total.shape)
p_grid = (np.cos(angle[i]) + np.cos(angle[j])) / 2
assert abs(imbalance[i, j]) < 0.01
assert abs(p_grid - bond_formula(t, U, V)) < 0.01
assert abs(np.sin(angle[i])) > 0.5
e_charge = charge["E"] + C * charge["charge"] ** 2 / 2
print(f"U = {U:.2f}, V = {V:.2f} hartree: E(spin order) = "
      f"{spin['E']:.5f}, E(charge order) = {charge['E']:.5f} hartree")
print(f"charge order: |n1-n2| = {abs(charge['charge']):.4f}; with "
      f"stiffness C = {C:.2f} hartree its E = {e_charge:.5f} hartree")
print("PASS")
```

Output:

```
hopping t = 0.050 hartree; on-site U = 0.200 hartree
threshold 2t = 0.100 hartree; V at threshold = 0.100 hartree
Scan of V at fixed U (energies in hartree; p, m dimensionless)
    V      p      m    t_eff  offset    gap       E    p_exact
 0.000 0.5000 0.8660  0.0500  0.0866  0.2000 -0.02500  0.7071
 0.020 0.5556 0.8315  0.0556  0.0831  0.2000 -0.02778  0.7433
 0.040 0.6250 0.7806  0.0625  0.0781  0.2000 -0.03125  0.7809
 0.060 0.7143 0.6999  0.0714  0.0700  0.2000 -0.03571  0.8192
 0.080 0.8333 0.5528  0.0833  0.0553  0.2000 -0.04167  0.8575
 0.120 1.0000 0.0000  0.1100  0.0000  0.2200 -0.06000  0.9285
Scan of U at V = 0 (energies in hartree)
    U      p      m      gap   p_exact
 0.050 1.0000 0.0000  0.1000  0.9701
 0.080 1.0000 0.0000  0.1000  0.9285
 0.150 0.6667 0.7454  0.1500  0.8000
 0.200 0.5000 0.8660  0.2000  0.7071
 0.300 0.3333 0.9428  0.3000  0.5547
 2.000 0.0500 0.9987  2.0000  0.0995
ratio p/p_exact at U = 2.00 hartree, V = 0: 0.5025
Equal U-V, different U and V
U = 0.16, V = 0.00 hartree: p = 0.6250, gap = 0.1600 hartree = 4.354 eV
U = 0.20, V = 0.04 hartree: p = 0.6250, gap = 0.2000 hartree = 5.442 eV
U = 0.24, V = 0.08 hartree: p = 0.6250, gap = 0.2400 hartree = 6.531 eV
Symmetric solution at V = 0.04 hartree
U = 0.05 hartree: p = 1.0000, gap = 0.1400 hartree, E = -0.09500 hartree
U = 0.20 hartree: p = 1.0000, gap = 0.1400 hartree, E = -0.02000 hartree
U = 0.40 hartree: p = 1.0000, gap = 0.1400 hartree, E = 0.08000 hartree
U = 0.20, V = 0.04 hartree: E(spin order) = -0.03125, E(charge order) = -0.03125 hartree
charge order: |n1-n2| = 1.5612; with stiffness C = 0.05 hartree its E = 0.02969 hartree
PASS
```
